# Injection Velocity of a Degenerate Two-Dimensional Source: test program

```python
"""Injection velocity of a degenerate two-dimensional source.

Result under test, for one parabolic subband whose forward states (v_x > 0)
are filled by the source:
    v_inj = sqrt(2 kT / (pi m_x)) * F_half(eta) / F_zero(eta)
eta    : (chemical potential - subband edge) / kT
F_j    : Fermi-Dirac integral with the prefactor 1/Gamma(j+1)
m_x    : 1/W_xx, where W is the inverse-mass tensor and x the transport axis
m_d    : density-of-states mass, 1/sqrt(det W)
g      : spin times valley degeneracy
Forward density: n = g m_d kT/(4 pi hbar^2) * F_zero(eta).
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import hbar, h, k as k_B, e as q_e, m_e
from scipy.optimize import brentq
from scipy.special import expit

T = 300.0
kT = k_B * T
g = 4
NODES, WEIGHTS = np.polynomial.legendre.leggauss(500)
ANGLE_NODES, ANGLE_WEIGHTS = np.polynomial.legendre.leggauss(160)


def energy_nodes(eta):
    """Nodes t = sqrt(E/kT) and weights for integrals over t."""
    t_max = np.sqrt(max(eta, 0.0) + 40.0)
    return 0.5 * t_max * (NODES + 1), 0.5 * t_max * WEIGHTS


def F_half(eta):
    t, w = energy_nodes(eta)
    return 4 / np.sqrt(np.pi) * np.sum(w * t**2 * expit(eta - t**2))


def F_zero(eta):
    return np.logaddexp(0.0, eta)


def ratio(eta):
    return F_half(eta) / F_zero(eta)


def inverse_mass(m1, m2, angle):
    c, s = np.cos(angle), np.sin(angle)
    rotation = np.array([[c, -s], [s, c]])
    return rotation @ np.diag([1 / m1, 1 / m2]) @ rotation.T


def thermal_velocity(W):
    return np.sqrt(2 * kT * W[0, 0] / np.pi)


def density_prefactor(W):
    return g * kT / (4 * np.pi * hbar**2 * np.sqrt(np.linalg.det(W)))


def eta_from_density(n, W):
    return np.log(np.expm1(n / density_prefactor(W)))


def half_plane(eta, W, sign=1):
    """Density and signed x flux from unscaled polar k-space integration
    over the states whose v_x has the given sign."""
    heavy_mass = 1 / np.linalg.eigvalsh(W)[0]
    k_max = np.sqrt(2 * heavy_mass * kT * (max(eta, 0) + 40)) / hbar
    k = 0.5 * k_max * (NODES + 1)[:, None]
    wk = 0.5 * k_max * WEIGHTS[:, None]
    centre = np.arctan2(W[0, 1], W[0, 0]) + (0 if sign > 0 else np.pi)
    phi = centre + 0.5 * np.pi * ANGLE_NODES[None, :]
    wphi = 0.5 * np.pi * ANGLE_WEIGHTS[None, :]
    kx, ky = k * np.cos(phi), k * np.sin(phi)
    energy = 0.5 * hbar**2 * (W[0, 0] * kx**2 + 2 * W[0, 1] * kx * ky
                              + W[1, 1] * ky**2)
    vx = hbar * (W[0, 0] * kx + W[0, 1] * ky)
    assert np.all(sign * vx > 0)
    occupied = g / (4 * np.pi**2) * wk * wphi * k * expit(eta - energy / kT)
    return occupied.sum(), (occupied * vx).sum()


# Direct k-space averages against the density and velocity formulas.
density_error = velocity_error = 0.0
for m1, m2, angle in [(0.2, 0.2, 0), (0.2, 0.9, 0), (0.2, 0.9, 0.6),
                      (0.9, 0.2, 0)]:
    W = inverse_mass(m1 * m_e, m2 * m_e, angle)
    for eta in (-4.0, 0.0, 3.0, 12.0):
        n, flux = half_plane(eta, W)
        density_error = max(density_error, abs(
            n / (density_prefactor(W) * F_zero(eta)) - 1))
        velocity_error = max(velocity_error, abs(
            flux / n / (thermal_velocity(W) * ratio(eta)) - 1))
assert density_error < 1e-8
assert velocity_error < 1e-8

# Explicit sum over transverse modes of a wide periodic channel.
width = 1e-6
mode_error = 0.0
for mx, my in [(0.2, 0.2), (0.2, 0.9), (0.9, 0.2)]:
    W = inverse_mass(mx * m_e, my * m_e, 0)
    ky = 2 * np.pi / width * np.arange(-4000, 4001)
    for eta in (-2.0, 5.0):
        transverse = hbar**2 * ky**2 / (2 * my * m_e * kT)
        mode_flux = g * kT / (h * width) * np.sum(
            np.logaddexp(0, eta - transverse))
        formula = (density_prefactor(W) * F_zero(eta)
                   * thermal_velocity(W) * ratio(eta))
        mode_error = max(mode_error, abs(mode_flux / formula - 1))
assert mode_error < 1e-8

# Nondegenerate series and both limiting laws with first corrections.
orders = np.arange(1, 60)
series = np.sum((-1.0)**(orders + 1) * np.exp(-2.0 * orders) / orders**1.5)
assert abs(F_half(-2.0) / series - 1) < 1e-10
dilute_excess = ratio(-10.0) - 1
assert abs(dilute_excess - (0.5 - 2**-1.5) * np.exp(-10)) < 1e-9
eta_high = 60.0
fermi_over_thermal = np.sqrt(np.pi * eta_high)
dense_excess = ratio(eta_high) / (4 / (3 * np.pi) * fermi_over_thermal) - 1
assert abs(dense_excess - np.pi**2 / (8 * eta_high**2)) < 2e-7

# Growth with degeneracy equals a positive energy-occupation covariance.
for eta in (-3.0, 0.0, 4.0, 15.0):
    t, w = energy_nodes(eta)
    f = expit(eta - t**2)
    probability = w * t * f / np.sum(w * t * f)
    covariance = (np.sum(probability * t * (1 - f))
                  - np.sum(probability * t) * np.sum(probability * (1 - f)))
    slope = (ratio(eta + 1e-3) - ratio(eta - 1e-3)) / 2e-3
    assert covariance > 0
    assert abs(slope - 2 / np.sqrt(np.pi) * covariance) < 1e-6

# Worked example: isotropic model band.
mass = 0.2 * m_e
W = inverse_mass(mass, mass, 0)
v_T = thermal_velocity(W)
N_plus = density_prefactor(W)
print("Temperature: %.0f K; kT = %.3f meV" % (T, 1e3 * kT / q_e))
print("Isotropic mass: %.2f m0; degeneracy g = %d" % (mass / m_e, g))
print("Forward density prefactor N+: %.4e cm^-2" % (N_plus / 1e4))
print("Thermal injection velocity v_T: %.4f x 1e7 cm/s" % (v_T / 1e5))
print("Forward states only; velocities in 1e7 cm/s, current in mA/um")
print("n+ (cm^-2)    eta    F_1/2     F_0   ratio   v_inj  v(T=0) current")
for n_cm in (1e11, 1e12, 5e12, 1e13, 2e13):
    n = n_cm * 1e4
    eta = eta_from_density(n, W)
    n_direct, flux_direct = half_plane(eta, W)
    assert abs(n_direct / n - 1) < 1e-8
    v_inj = v_T * ratio(eta)
    assert abs(flux_direct / n_direct / v_inj - 1) < 1e-8
    fermi_velocity = hbar * np.sqrt(8 * np.pi * n / g) / mass
    v_cold = 4 / (3 * np.pi) * fermi_velocity
    print("%.1e  %7.3f %8.4f %7.4f %7.4f %7.4f %7.4f %7.4f" % (
        n_cm, eta, F_half(eta), F_zero(eta), ratio(eta),
        v_inj / 1e5, v_cold / 1e5, q_e * n * v_inj / 1e3))

# Both contacts fill the barrier top at fixed total density.
n_total = 1e17
v_saturated = v_T * ratio(eta_from_density(n_total, W))
print("Fixed total density: %.1e cm^-2; velocities in 1e7 cm/s"
      % (n_total / 1e4))
print("V_D (V)    eta  forward mean  net mean  net/v_inj")
for voltage in (0.0, 0.02, 0.05, 0.1, 0.2, 0.5):
    U = q_e * voltage / kT
    filling = n_total / N_plus
    eta = brentq(lambda x: F_zero(x) + F_zero(x - U) - filling,
                 -60, filling + 1, xtol=1e-12)
    v_net = (v_T * (F_half(eta) - F_half(eta - U))
             / (F_zero(eta) + F_zero(eta - U)))
    n_source, flux_source = half_plane(eta, W, 1)
    n_drain, flux_drain = half_plane(eta - U, W, -1)
    assert abs((n_source + n_drain) / n_total - 1) < 1e-8
    v_direct = (flux_source + flux_drain) / (n_source + n_drain)
    assert abs(v_direct - v_net) < 1e-7 * v_T
    print("%5.2f  %8.3f  %10.4f  %9.4f  %8.4f" % (
        voltage, eta, v_T * ratio(eta) / 1e5, v_net / 1e5,
        v_net / v_saturated))
assert abs(v_net / v_saturated - 1) < 1e-4

# Elliptic band turned relative to transport, at fixed forward density.
print("Elliptic band: 0.2 and 0.9 m0; n+ = %.1e cm^-2" % (n_total / 1e4))
print("angle (deg)  m_x/m0  m_d/m0    eta   v_T   v_inj (1e7 cm/s)")
for degrees in (0, 45, 90):
    W = inverse_mass(0.2 * m_e, 0.9 * m_e, np.radians(degrees))
    eta = eta_from_density(n_total, W)
    v_inj = thermal_velocity(W) * ratio(eta)
    n_direct, flux_direct = half_plane(eta, W)
    assert abs(n_direct / n_total - 1) < 1e-8
    assert abs(flux_direct / n_direct / v_inj - 1) < 1e-8
    print("%6d  %10.4f  %6.4f  %6.3f  %6.4f  %6.4f" % (
        degrees, 1 / W[0, 0] / m_e, 1 / np.sqrt(np.linalg.det(W)) / m_e,
        eta, thermal_velocity(W) / 1e5, v_inj / 1e5))

print("Dilute limit: v_inj/v_T - 1 at eta=-10: %.3e" % dilute_excess)
print("Dense limit: v_inj/(4 v_F/3pi) - 1 at eta=60: %.3e" % dense_excess)
print("Largest relative deviation, k-space density: %.1e" % density_error)
print("Largest relative deviation, k-space velocity: %.1e" % velocity_error)
print("Largest relative deviation, mode-sum flux: %.1e" % mode_error)
print("OK")
```

Printed output:

```
Temperature: 300 K; kT = 25.852 meV
Isotropic mass: 0.20 m0; degeneracy g = 4
Forward density prefactor N+: 2.1598e+12 cm^-2
Thermal injection velocity v_T: 1.2030 x 1e7 cm/s
Forward states only; velocities in 1e7 cm/s, current in mA/um
n+ (cm^-2)    eta    F_1/2     F_0   ratio   v_inj  v(T=0) current
1.0e+11   -3.049   0.0466  0.0463  1.0068  1.2112  0.1947  0.0194
1.0e+12   -0.530   0.4949  0.4630  1.0689  1.2859  0.6158  0.2060
5.0e+12    2.211   3.1419  2.3150  1.3572  1.6328  1.3770  1.3080
1.0e+13    4.620   7.9246  4.6300  1.7116  2.0591  1.9473  3.2991
2.0e+13    9.260  21.5053  9.2600  2.3224  2.7940  2.7539  8.9528
Fixed total density: 1.0e+13 cm^-2; velocities in 1e7 cm/s
V_D (V)    eta  forward mean  net mean  net/v_inj
 0.00     2.211      1.6328     0.0000    0.0000
 0.02     2.590      1.6984     0.3109    0.1510
 0.05     3.128      1.7938     0.7652    0.3716
 0.10     3.901      1.9319     1.4319    0.6954
 0.20     4.578      2.0518     2.0224    0.9822
 0.50     4.620      2.0591     2.0591    1.0000
Elliptic band: 0.2 and 0.9 m0; n+ = 1.0e+13 cm^-2
angle (deg)  m_x/m0  m_d/m0    eta   v_T   v_inj (1e7 cm/s)
     0      0.2000  0.4243   2.063  1.2030  1.6077
    45      0.3273  0.4243   2.063  0.9405  1.2568
    90      0.9000  0.4243   2.063  0.5671  0.7579
Dilute limit: v_inj/v_T - 1 at eta=-10: 6.649e-06
Dense limit: v_inj/(4 v_F/3pi) - 1 at eta=60: 3.428e-04
Largest relative deviation, k-space density: 3.0e-14
Largest relative deviation, k-space velocity: 2.3e-14
Largest relative deviation, mode-sum flux: 2.3e-14
OK
```
